# Why Holes in Oxygen 2p Bands Are Heavy: A Minimal Chain

## The situation

Many oxide films that conduct electrons well, even when amorphous, are poor conductors of holes. In such an oxide the conduction band is built mainly from empty, spread-out cation s orbitals and the valence band from oxygen 2p orbitals. Two oxygen neighbours usually share a cation. A hole can pass from one to the other directly, where the overlap is small, or through the cation, whose level lies at a different energy.

One possible explanation of heavy holes is that this passage through the cation is weak. That is at best part of the answer. Electrons use the same p–s coupling, so its weakness makes them heavier too. A chain with one oxygen and one cation per cell separates what the two carriers share from what distinguishes them.

## The chain and its bands

Hartree atomic units are used, so that \(\hbar\) and the electron mass equal one. The chain runs along \(x\) with cell length \(a\). Oxygen \(j\) carries a p orbital pointing along the chain, with site energy \(E_p\). The cation to its right carries an s orbital with site energy \(E_s=E_p+D\). The p band is full and the s band is empty. Orbitals are taken as orthonormal, electrons as independent and the lattice as rigid.

The signs of the transfers follow from the lobes. Let the positive p lobe point right. It then meets the right-hand cation with positive overlap, and the negative lobe meets the left-hand one with negative overlap. Since a transfer has the opposite sign to the overlap,

\[
\langle p_j|H|s_j\rangle=-t,\qquad \langle p_j|H|s_{j-1}\rangle=+t,\qquad t>0 .
\]

Two neighbouring p orbitals face each other with lobes of opposite sign, so their direct transfer is \(+t_p\). Two neighbouring s orbitals have positive overlap, so theirs is \(-t_s\). Both \(t_p\) and \(t_s\) are positive or zero.

Form Bloch sums with the phase \(e^{ikx}\) taken at each atom's position. The cations beside an oxygen sit at \(\pm a/2\) from it, hence

\[
H_{ps}=-t\,e^{ika/2}+t\,e^{-ika/2}=-2it\sin(ka/2),
\]
\[
H_{pp}=E_p+2t_p\cos ka,\qquad H_{ss}=E_s-2t_s\cos ka .
\]

Put \(x=1-\cos ka=2\sin^2(ka/2)\) from here on, and let \(P=E_p+2t_p\) and \(S=E_s-2t_s\) be the two levels at \(k=0\). Then

\[
H_{pp}=P-2t_px,\qquad H_{ss}=S+2t_sx,\qquad |H_{ps}|^2=2t^2x .
\]

The separation of the levels at \(k=0\) is

\[
G=S-P=D-2t_s-2t_p,
\]

assumed positive. At general \(k\) the separation is \(d=H_{ss}-H_{pp}=G+2(t_s+t_p)x\). The eigenvalues of the two-by-two matrix are \((H_{pp}+H_{ss})/2\mp\sqrt{d^2/4+2t^2x}\). Since the mean equals both \(H_{pp}+d/2\) and \(H_{ss}-d/2\), they can be written

\[
E_v=H_{pp}-r,\qquad E_c=H_{ss}+r,\qquad r=\sqrt{\frac{d^2}{4}+2t^2x}-\frac d2 .
\]

The level repulsion \(r\) is never negative and vanishes at \(k=0\). Therefore \(E_v\le H_{pp}\le P\) and \(E_c\ge H_{ss}\ge S\): the valence top and the conduction bottom both lie at \(k=0\), and \(G\) is the band gap of the chain.

## The two masses

Multiplying and dividing \(r\) by the sum of its two terms gives

\[
r=\frac{2t^2x}{\sqrt{d^2/4+2t^2x}+d/2}.
\]

For small \(k\) the denominator tends to \(G/2+G/2=G\), and \(x\) tends to \((ka)^2/2\). To order \(k^2\),

\[
E_v=P-\left(t_p+\frac{t^2}{G}\right)(ka)^2,\qquad
E_c=S+\left(t_s+\frac{t^2}{G}\right)(ka)^2 .
\]

The masses are defined by \(E_v=P-k^2/2m_h\) and \(E_c=S+k^2/2m_e\). Comparison gives

\[
\boxed{\frac1{m_h}=2a^2\left(t_p+\frac{t^2}{G}\right),\qquad
\frac1{m_e}=2a^2\left(t_s+\frac{t^2}{G}\right)}
\]

This \(m_h\) is the inertia of the hole. In a field \(\mathcal E\) an electron state obeys \(dk/dt=-\mathcal E\) and has velocity \(dE_v/dk\). The velocity of an empty state at the top therefore changes at the rate \((-1/m_h)(-\mathcal E)=\mathcal E/m_h\), as for a positive charge of mass \(m_h\).

Nothing in the derivation required \(t/G\) to be small. What shrinks as \(G\) falls is the range of \(k\) over which the band is parabolic: besides \(|ka|\ll1\), it needs \(2t|k|a\ll G\), and \((t_s+t_p)(ka)^2\ll G\) so that \(d\) stays close to \(G\).

## What the formula says about the cause

A hole has two routes, and their strengths add: the direct one, \(t_p\), and the one through the cation, \(t^2/G\). It is heavy when both are weak.

The second route appears unchanged in the electron mass. If \(t_p=t_s=0\), the two masses are equal, however large \(G\) may be. The asymmetry comes from the direct transfers alone:

\[
\frac1{m_e}-\frac1{m_h}=2a^2(t_s-t_p).
\]

In this chain, electrons are lighter because \(t_s\) exceeds \(t_p\). One source of such a difference is that spread-out cation s orbitals reach one another better than compact oxygen p orbitals do. It is not the only one, because \(t_s\) and \(t_p\) refer to orthonormal orbitals. If atomic p and s orbitals have an overlap \(\sigma\), the coupling felt by a state of energy \(E\) is the matrix element minus \(E\sigma\). With no direct transfer at all, a hole that couples with \(t\) is then accompanied by an electron that couples with \(t+G\sigma\). For \(t=0.06\) hartree, \(G=0.2\) hartree, \(\sigma=0.15\) and \(a=6\) bohr this gives \(m_h=0.77\) and \(m_e=0.34\). After orthogonalization the effect appears as a positive \(t_s\) and a negative \(t_p\). The oxygen 2s level, omitted here, also breaks the equality of the masses: it couples to the cation s orbital most strongly at \(k=0\) and makes the electron heavier. A large \(G\) exposes this difference by removing the contribution that both carriers share.

The orbital character of the band edge is a poor guide to the mass. At \(k=0\) the contributions of an oxygen's two cation neighbours cancel, \(H_{ps}=0\), and the top state is pure oxygen p for every \(G\). The cation acts through the admixture that grows away from \(k=0\). Its amplitude is \(|H_{ps}|/G\approx t|k|a/G\), its weight \(t^2(ka)^2/G^2\), and this weight times \(G\) is the energy \(t^2(ka)^2/G\) by which the cation bends the band down.

## What "localized" means here

The Bloch states extend along the whole chain. The localized object is the Wannier orbital of the valence band, an oxygen p orbital with small tails on the cations. Take \(t_p=t_s=0\) and \(D\gg t\). First-order perturbation theory gives the tail on the right-hand cation as \(-t/(E_p-E_s)=t/D\), and that on the left-hand one as \(-t/D\). The total cation weight is \(2t^2/D^2\).

The transfer to the next oxygen arises in second order, with the right-hand cation as intermediate state:

\[
\tau_1=\frac{(+t)(-t)}{E_p-E_s}=\frac{-t^2}{-D}=+\frac{t^2}{D}.
\]

The tail weight falls as \(1/D^2\) but the transfer only as \(1/D\), so the transfer, not the tail weight, should be used to judge the mass.

For any \(D\), let \(\tau_n\) be the transfer between Wannier orbitals \(n\) cells apart. Then \(E_v=\tau_0+2\sum_{n\ge1}\tau_n\cos(nka)\), and differentiating twice at \(k=0\) gives

\[
\frac1{m_h}=2a^2\sum_{n\ge1}n^2\tau_n .
\]

Distant transfers carry the weight \(n^2\), so the nearest one suffices only when the others are negligible.

## How large the effect is

Take round model parameters that stand for no particular material: \(a=6\) bohr, \(t=0.06\), \(t_s=0.03\) and \(t_p=0.003\) hartree. For \(G=0.2\) hartree (5.4 eV) the cation route has the strength \(t^2/G=0.0036/0.2=0.018\) hartree. With \(2a^2=72\),

\[
m_h=\frac1{72(0.003+0.018)}=0.66,\qquad
m_e=\frac1{72(0.030+0.018)}=0.29 .
\]

Changing \(G\) with all transfers fixed gives the following, where \(W\) is the width of the valence band.

| \(G\) (hartree) | \(m_h\) | \(m_e\) | \(W\) (hartree) |
|---|---|---|---|
| 0.1 | 0.36 | 0.21 | 0.063 |
| 0.2 | 0.66 | 0.29 | 0.051 |
| 0.4 | 1.16 | 0.36 | 0.038 |
| 0.8 | 1.85 | 0.40 | 0.027 |

The last row is a limiting case, not a realistic gap. These masses come from diagonalizing a ring of 200 cells in real space and summing its Wannier transfers. They agree with the boxed formulas to within one part in a million. The spacing of the highest valence levels of the ring, which uses no Wannier orbitals, gives the same hole masses to within 0.2 per cent.

Over the table \(G\) grows eightfold. The hole mass grows 5.2 times, less than eightfold because \(t_p\) does not change. The electron mass grows only 1.9 times because \(t_s\) carries most of the electron's motion once \(G\) is large. The ratio \(m_h/m_e\) rises from 1.7 to 4.6. Its limit for large \(G\) is \(t_s/t_p=10\).

The width responds less than the mass, falling by a factor of 2.3. To see why, divide the numerator and denominator of \(r\) by \(x\). The denominator becomes \(\sqrt{(d/x)^2/4+2t^2/x}+d/2x\), which decreases with \(x\) because \(d/x=G/x+2(t_s+t_p)\) does. So \(r\) grows steadily, and the band bottom lies at the zone edge, \(x=2\), where the separation is \(q=G+4(t_s+t_p)\):

\[
W=4t_p+\sqrt{\frac{q^2}{4}+4t^2}-\frac q2 .
\]

Over the table \(q\) grows only fourfold, from 0.232 to 0.932 hartree. In addition, the repulsion at the zone edge equals \(4t^2/(\sqrt{q^2/4+4t^2}+q/2)\), whose denominator grows by a smaller factor than \(q\). The repulsion part of the width therefore falls much less than the term \(t^2/G\) in the inverse mass. A measured or calculated valence width is therefore no substitute for the curvature at the top.

Three interventions test the causal reading.

- **Equal route strength.** Doubling \(t\) and quadrupling \(G\), from 0.2 to 0.8 hartree, leaves \(t^2/G\) at 0.018 hartree. The hole mass stays at 0.66.
- **Cation route cut.** With \(t=0\) and \(G=0.2\) hartree, \(m_h\) rises to \(1/(72\times0.003)=4.6\) and \(m_e\) to 0.46.
- **Direct routes cut.** With \(t_p=t_s=0\) and \(G=0.2\) hartree, both masses are 0.77.

At the large separation \(D=3\) hartree without direct transfer, the Wannier transfer is 0.001198 hartree against \(t^2/D=0.001200\), and the cation weight is 0.000797 against \(2t^2/D^2=0.000800\). The perturbative picture is then good to better than half a per cent.

## A filled cation level below the oxygen level

In the chain above, lightening the hole by lowering \(G\) costs transparency, because \(G\) is the optical gap itself. One way around this is a cation with a filled level just below oxygen 2p. Let that level lie at \(E_p-D\) and set \(t_p=t_s=0\). Both bands are now full and the hole is in the upper one,

\[
E=E_p-\frac D2+\sqrt{\frac{D^2}{4}+4t^2\sin^2(ka/2)} .
\]

The cation now pushes the p band up, most strongly where the coupling is largest, so the top moves to \(k=\pi/a\). Write \(k=\pi/a+\kappa\). Then \(\sin^2(ka/2)=\cos^2(\kappa a/2)\approx1-\kappa^2a^2/4\). With \(R=\sqrt{D^2/4+4t^2}\), the root becomes

\[
\sqrt{R^2-t^2a^2\kappa^2}\approx R-\frac{t^2a^2\kappa^2}{2R},
\qquad\text{so}\qquad m_h=\frac{R}{t^2a^2}.
\]

The top state is now mixed. Its energy lies \(R+D/2\) above the cation level, so the amplitudes obey \((R+D/2)c_s=H_{sp}c_p\), with \(|H_{sp}|^2=4t^2=(R-D/2)(R+D/2)\). The cation weight is

\[
w_{\rm top}=\frac{4t^2}{4t^2+(R+D/2)^2}=\frac{R-D/2}{2R}=\frac12\left(1-\frac{D}{2R}\right).
\]

For \(D=0.1\) hartree, \(R=\sqrt{0.0025+0.0144}=0.13\) hartree, which gives \(m_h=0.13/(0.0036\times36)=1.00\) and \(w_{\rm top}=0.31\). For \(D=0.4\) hartree the values are 1.80 and 0.07. Bringing the level closer does lighten the hole, but not without limit: as \(D\to0\) the mass tends to \(2/(ta^2)=0.93\).

At equal \(D\) and without direct transfer, the empty level gives \(m_h=D/(2t^2a^2)\). This is smaller, since \(D/2<R\): 0.39 at \(D=0.1\) hartree. A filled level is thus not a better bridge in itself. Its advantage is that \(D\) is no longer the optical gap, which is set by a further empty band outside this model. For equal \(t\) and without direct transfer, the filled level at \(D=0.1\) hartree gives the lighter hole only if the alternative is an empty level more than \(2R=0.26\) hartree away. Direct transfers move this threshold: with \(t_s=0.03\) and \(t_p=0.003\) hartree the filled level gives \(m_h=0.53\) and is the lighter choice once the gap \(G\) of the empty-level chain exceeds 0.16 hartree.

Direct transfer between the filled s orbitals improves the balance. To first order in \(t_s\) it shifts the band by \(-2t_s\cos(ka)\,w_s=2t_s\cos(\kappa a)\,w_s\), where \(w_s\) is the cation weight at that \(k\). Both \(\cos(\kappa a)\) and \(w_s\) are largest at \(\kappa=0\), so the shift sharpens the top and lightens the hole. This favours filled cation orbitals that are close to oxygen 2p in energy and also large enough to overlap one another. Direct p–p transfer works the other way here. Its energy \(2t_p\cos ka\) is lowest at \(k=\pi/a\), where the band has its top, and at the values of \(D\) used above it makes the hole heavier.

## What to do about it

**Compare route strengths.** Estimate \(t_p\) and \(t^2/G\). For a chain whose highest valence band touches no other band, one can instead build Wannier orbitals from that band alone and sum their transfers with the weight \(n^2\) if the band top lies at \(k=0\), or \((-1)^n n^2\) if it lies at \(k=\pi/a\). In a straight chain with an empty cation level, the band of the p orbital along the chain generally crosses the bands of the perpendicular p orbitals; they do not mix, and the band must then be selected by its symmetry. Orbitals built from the p and s bands together do not serve here: if they are the p and s orbitals of this model, their p–p transfers contain only the direct route. Oxygen character at the band edge does not settle the question: in the empty-level chain it is complete for every mass in the table.

**Treat the gap as a constraint.** With an empty cation level, a required gap fixes the smallest usable \(G\). The remaining levers are \(t\), which enters squared, and \(t_p\). Shorter bonds can raise both, but \(a\) then changes as well, and the product with \(a^2\) is what counts.

**Check which p orbital forms the top.** A p orbital perpendicular to the chain is odd under reflection in the plane through the chain normal to its lobes, while the s orbital is even, so their transfer vanishes. Such an orbital has only direct transfer. If its size is \(t_\pi\), the band \(E_p-2t_\pi\cos ka\) has its top at \(k=\pi/a\) and the mass \(1/(2a^2t_\pi)\). With \(t_\pi\) equal to the \(t_p\) used above, this is 4.6, and no change of \(G\) lowers it. Side-on overlap of oxygen p orbitals at this distance is several times smaller than end-on overlap, so a realistic \(t_\pi\) is smaller than \(t_p\) and the mass larger. At equal site energies this band's top, \(E_p+2t_\pi\), then lies below the top \(E_p+2t_p\) of the orbital along the chain. If these states form the valence top, bringing an empty cation s level closer does not help. A filled s level below oxygen 2p can help, if it pushes the orbital along the chain up past them and the band formed there has the smaller mass. The chain orbital treated here is the favourable case. In a three-dimensional crystal this alone can make holes heavy. In the rocksalt arrangement with s–p coupling only, two of the three p bands are flat in every direction, so that their mass is set entirely by direct p–p transfer, while the third has the same mass as the electron.

**Expect bond angles to matter in amorphous films.** A p orbital at angle \(\theta\) to a bond has a component \(\cos\theta\) along it, and only this component couples to s. An oxygen has three p orbitals, however, so some combination of them always points along a given bond. Turning the bonds at a cation therefore does not weaken the p–s coupling, as long as each cation–oxygen–cation line stays straight. What matters is the angle \(\varphi\) at the oxygen. The p combinations that point at its two cations have the overlap \(\cos\varphi\), which has its full size only for a straight line, so bending this angle weakens the p–s route that both carriers use. Without direct transfer, bending also pushes the dispersive valence band below the p combinations that couple to no cation, and these then form the valence top alone. The transfer between two s orbitals depends on their distance but not on direction. At fixed cation distances, such bending does not act on \(t_s\). If the bond lengths are fixed instead, bending a cation–oxygen–cation angle brings the cations closer together and changes \(t_s\) as well. The periodic chain gives no number for the resulting loss of mobility.

**Do not read a mobility from the mass alone.** Scattering, disorder and the response of the lattice are absent here. If the lattice relaxes around a hole strongly enough to trap it, the hole moves by hopping and the band mass no longer describes its transport. The formulas then still give the rigid-lattice transfer, which is one of the quantities that decide whether trapping occurs.

The full set of values is in the numerical output below.

## Table of computed values

```
cell length a = 6.0 bohr, ring of 200 cells
p-s transfer t = 0.060 hartree
direct s-s transfer t_s = 0.030 hartree
direct p-p transfer t_p = 0.003 hartree
Empty cation level, direct transfers on
G, D, t^2/G, width W in hartree; masses in electron masses
w = cation weight averaged over the valence band
G=0.1 D=0.166 t^2/G=0.0360 W=0.0629 w=0.1215
  m_h=0.356 m_e=0.210 m_h/m_e=1.69 (G = 2.72 eV)
G=0.2 D=0.266 t^2/G=0.0180 W=0.0508 w=0.0642
  m_h=0.661 m_e=0.289 m_h/m_e=2.29 (G = 5.44 eV)
G=0.4 D=0.466 t^2/G=0.0090 W=0.0378 w=0.0262
  m_h=1.157 m_e=0.356 m_h/m_e=3.25 (G = 10.88 eV)
G=0.8 D=0.866 t^2/G=0.0045 W=0.0272 w=0.0086
  m_h=1.852 m_e=0.403 m_h/m_e=4.60 (G = 21.77 eV)
Empty cation level, direct transfers off (G = D)
D=0.1 hartree: m_h=0.386 m_e=0.386 electron masses
D=0.2 hartree: m_h=0.772 m_e=0.772 electron masses
D=0.4 hartree: m_h=1.543 m_e=1.543 electron masses
Far level, direct transfers off, D = 3.0 hartree
Wannier transfer = 0.001198 hartree
t^2/D = 0.001200 hartree
cation weight = 0.000797
2t^2/D^2 = 0.000800
Causal checks, direct transfers on; masses in electron masses
t=0.06, G=0.2 hartree: m_h = 0.661
t=0.12, G=0.8 hartree: m_h = 0.661
t=0, G=0.2 hartree: m_h = 4.630, m_e = 0.463
Filled cation level D below p, direct transfers off
w_top = cation weight of the top state; masses in electron masses
D=0.1 hartree: m_h=1.003 w_top=0.308 (empty level: m_h=0.386)
D=0.2 hartree: m_h=1.205 w_top=0.180 (empty level: m_h=0.772)
D=0.4 hartree: m_h=1.800 w_top=0.071 (empty level: m_h=1.543)
```
